# When accelerating neighbours put an inflection in the deprotection curve: a program that tests the result

```python
"""
Deprotection of a resist whose cleaved groups accelerate their neighbours.

Result under test: dx/dt = (k0 + k1 x)(1 - x), x(0) = 0, k0 > 0, has an
inflection at t > 0 if and only if k1 > k0, and it then lies at
    x* = (k1 - k0)/(2 k1),   t* = ln(k1/k0)/(k0 + k1).
x  : cleaved fraction of the initially protected groups
k0 : cleavage rate of a group with no cleaved neighbour (1/s)
k1 : added rate when all neighbours are cleaved (1/s)
h  : common time-dependent factor on both rates (acid loss, warm-up)
The mean-field law is also compared with a chain having two neighbours per
group, where neighbouring groups become correlated.
"""
import numpy as np
from scipy import constants
from scipy.integrate import solve_ivp
from scipy.linalg import expm
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import expm_multiply
from scipy.stats import poisson


def law(x, k0, k1):
    return (k0 + k1 * x) * (1 - x)


def closed_form(t, k0, k1):
    decay = np.exp(-(k0 + k1) * t)
    return k0 * (1 - decay) / (k0 + k1 * decay)


def integrate(k0, k1, end, x_start=0.0, factor=lambda t: 1.0):
    """Direct numerical solution: times, conversion, rate."""
    t = np.linspace(0, end, 4001)
    sol = solve_ivp(lambda s, x: factor(s) * law(x, k0, k1), (0, end),
                    [x_start], method="DOP853", t_eval=t,
                    rtol=1e-12, atol=1e-13, max_step=end / 300)
    x = sol.y[0]
    return t, x, factor(t) * law(x, k0, k1)


def inflections(t, x, rate):
    """Times and conversions at which the slope of the rate changes sign."""
    slope = np.diff(rate) / np.diff(t)
    mid = (t[1:] + t[:-1]) / 2
    found = []
    for i in np.where(slope[:-1] * slope[1:] < 0)[0]:
        when = mid[i] - slope[i] * (mid[i + 1] - mid[i]) / (slope[i + 1] - slope[i])
        found.append((when, np.interp(when, t, x)))
    return found


def chain_conversion(t, k0, k1):
    return 1 - np.exp(-(k0 + k1) * t + k1 / k0 * (1 - np.exp(-k0 * t)))


def chain_inflection(k0, k1):
    r = k1 / k0
    s = (np.sqrt(5 + 4 * r) - 1) / 2
    when = -np.log(s**2 / r) / k0
    return when, chain_conversion(when, k0, k1)


def ring_master_equation(k0, k1, end, sites=12):
    """All 2**sites states of a ring; a set bit is a cleaved group."""
    state = np.arange(2**sites)
    bits = np.array([(state >> i) & 1 for i in range(sites)])
    rows, cols, vals = [], [], []
    for i in range(sites):
        neighbours = bits[i - 1] + bits[(i + 1) % sites]
        w = (1 - bits[i]) * (k0 + k1 * neighbours / 2)
        rows += [state | (1 << i), state]
        cols += [state, state]
        vals += [w, -w]
    gen = coo_matrix((np.concatenate(vals),
                      (np.concatenate(rows), np.concatenate(cols))),
                     shape=(2**sites, 2**sites)).tocsr()
    start = np.zeros(2**sites)
    start[0] = 1.0
    t = np.linspace(0, end, 481)
    prob = expm_multiply(gen, start, start=0, stop=end, num=481, endpoint=True)
    cleaved = bits.sum(axis=0) / sites
    return t, prob @ cleaved, prob @ (gen.T @ cleaved)


def well_mixed_group(k0, k1, t, sites):
    """Mean conversion when every other group counts as a neighbour."""
    n = np.arange(sites + 1)
    w = (sites - n) * (k0 + k1 * n / (sites - 1))
    gen = np.diag(-w) + np.diag(w[:-1], -1)
    return n @ expm(gen * t)[:, 0] / sites


# Round model parameters and rough process values
k0, k1, k1_weak = 0.010, 0.040, 0.008
bake = 60.0
plate = constants.zero_Celsius + 110
room = constants.zero_Celsius + 23
warm_time, activation_eV = 4.0, 1.0
loss = 0.002
acid_density, cube_edge = 0.1, 5.0
K = k0 + k1

# Existence, number and place of inflections, and the closed solution
for ratio in (-2.0, -0.5, 0.0, 0.5, 0.8, 1.0, 1.2, 2.0, 4.0, 20.0):
    a, b = k0, ratio * k0
    t, x, v = integrate(a, b, 8 / abs(a + b))
    assert np.max(np.abs(x - closed_form(t, a, b))) < 1e-8
    found = inflections(t, x, v)
    assert len(found) == (1 if b > a else 0), (ratio, found)
    if found:
        assert abs(found[0][1] - (b - a) / (2 * b)) < 1e-5
        assert abs(found[0][0] * (a + b) - np.log(b / a)) < 1e-4
        assert abs(v.max() / v[0] - (a + b)**2 / (4 * a * b)) < 1e-4

# A nonzero starting conversion moves the threshold
x_start = 0.2
for ratio in (1.5, 4.0):
    b = ratio * k0
    found = inflections(*integrate(k0, b, 8 / (k0 + b), x_start))
    assert len(found) == (1 if b * (1 - 2 * x_start) > k0 else 0)
    if found:
        when = np.log(b * (1 - x_start) / (k0 + b * x_start)) / (k0 + b)
        assert abs(found[0][0] - when) < 1e-2
        assert abs(found[0][1] - (b - k0) / (2 * b)) < 1e-5

# Rate constants recovered from the numerically located inflection
t, x, v = integrate(k0, k1, 160.0)
t_inf, x_inf = inflections(t, x, v)[0]
ratio_read = 1 / (1 - 2 * x_inf)
k0_read = np.log(ratio_read) / t_inf / (1 + ratio_read)
assert abs(ratio_read / (k1 / k0) - 1) < 1e-3
assert abs(k0_read / k0 - 1) < 1e-3
peak_rate, first_rate = v.max(), v[0]

# The mean-field law is the large-group limit of well-mixed neighbours
err_200 = well_mixed_group(k0, k1, t_inf, 200) - x_inf
err_400 = well_mixed_group(k0, k1, t_inf, 400) - x_inf
assert err_200 < 0 and abs(err_200 / err_400 - 2) < 0.15

# Chain: full master equation against the infinite-chain solution
t_ring, x_ring, v_ring = ring_master_equation(k0, k1, bake)
ring_error = np.max(np.abs(x_ring - chain_conversion(t_ring, k0, k1)))
assert ring_error < 2e-5          # finite ring length sets this size
ring_found = inflections(t_ring, x_ring, v_ring)
t_chain, x_chain = chain_inflection(k0, k1)
assert len(ring_found) == 1
assert abs(ring_found[0][0] - t_chain) < 0.02
assert abs(ring_found[0][1] - x_chain) < 2e-4
assert np.all(x_ring[1:] < closed_form(t_ring[1:], k0, k1))
assert len(inflections(*ring_master_equation(k0, k1_weak, bake))) == 0
assert len(inflections(*ring_master_equation(k0, 1.2 * k0, bake))) == 1
chain_limit = 1 - np.exp(-0.5)
assert abs(chain_inflection(1.0, 1e6)[1] - chain_limit) < 1e-3
ratio_misread = 1 / (1 - 2 * x_chain)

# Time-dependent rates: acid loss and wafer warm-up
kB_eV = constants.k / constants.e


def acid_left(t):
    return np.exp(-loss * t)


def warm_up(t):
    temperature = plate - (plate - room) * np.exp(-t / warm_time)
    return np.exp(-activation_eV / kB_eV * (1 / temperature - 1 / plate))


varied = {}
for name, b, h, end in (("acid loss", k1, acid_left, 160.0),
                        ("warm-up", k1, warm_up, 160.0),
                        ("warm-up, k1 = 0", 0.0, warm_up, 200.0)):
    t, x, v = integrate(k0, b, end, factor=h)
    found = inflections(t, x, v)
    assert len(found) == 1, (name, found)
    when, where = found[0]
    h_slope = (h(when + 1e-3) - h(when - 1e-3)) / 2e-3
    balance = h_slope / h(when)**2 + b - k0 - 2 * b * where
    assert abs(balance) < 1e-3 * (k0 + b), (name, balance)
    varied[name] = (when, where, np.interp(bake, t, x))
assert varied["acid loss"][1] < x_inf < varied["warm-up"][1]

# Frozen random acid number in each small cube, rates proportional to it
mean_acids = acid_density * cube_edge**3
number = np.arange(0, 61)
weight = poisson.pmf(number, mean_acids)
assert abs(weight.sum() - 1) < 1e-10
t = np.linspace(0, 120, 4001)


def acid_average(b):
    scale = (number / mean_acids)[:, None]
    xs = closed_form(scale * t, k0, b)
    return t, weight @ xs, weight @ (scale * law(xs, k0, b))


cubes = acid_average(k1)
cubes_found = inflections(*cubes)
assert len(cubes_found) == 1
assert len(inflections(*acid_average(k1_weak))) == 0

print(f"k0 = {k0:.3f} 1/s, k1 = {k1:.3f} 1/s, k1/k0 = {k1/k0:.2f}")
print(f"k0 + k1 = {K:.3f} 1/s; bake time = {bake:.0f} s")
print(f"plate temperature = {plate:.2f} K, start = {room:.2f} K")
print(f"formula: x* = {(k1-k0)/(2*k1):.4f}, t* = {np.log(k1/k0)/K:.2f} s")
print(f"integrated curve: x* = {x_inf:.4f}, t* = {t_inf:.2f} s")
print(f"initial rate = {first_rate:.5f} 1/s")
print(f"peak rate = {peak_rate:.6f} 1/s, peak/initial = {peak_rate/first_rate:.4f}")
print(f"read back from inflection: k1/k0 = {ratio_read:.3f}, k0 = {k0_read:.5f} 1/s")
print("time (s), x mean-field, x chain, mean-field rate (1/s):")
for moment in (10.0, 20.0, 30.0, 40.0, 60.0):
    xm = closed_form(moment, k0, k1)
    print(f"  {moment:4.0f}  {xm:.4f}  {chain_conversion(moment, k0, k1):.4f}"
          f"  {law(xm, k0, k1):.5f}")
print(f"contrast case k1 = {k1_weak:.3f} 1/s: formal x* = "
      f"{(k1_weak-k0)/(2*k1_weak):.4f}, formal t* = "
      f"{np.log(k1_weak/k0)/(k0+k1_weak):.2f} s")
print(f"contrast case: x at end of bake = {closed_form(bake, k0, k1_weak):.4f}")
print(f"start at x0 = {x_start:.1f}: threshold k1/k0 = {1/(1-2*x_start):.4f}")
print(f"well-mixed group, error in x at t*: N=200 {err_200:.5f}, N=400 {err_400:.5f}")
print(f"chain: inflection x = {x_chain:.4f} at t = {t_chain:.2f} s")
print(f"12-site ring: inflection x = {ring_found[0][1]:.4f} at "
      f"t = {ring_found[0][0]:.2f} s")
print(f"largest ring minus chain difference in x = {ring_error:.1e}")
print(f"chain inflection for large k1/k0: x = {chain_limit:.4f}")
print(f"k1/k0 misread from chain data by mean-field formula = {ratio_misread:.3f}")
print(f"acid loss rate = {loss:.4f} 1/s, acid left after bake = {acid_left(bake):.4f}")
print(f"warm-up time constant = {warm_time:.1f} s, activation = {activation_eV:.2f} eV")
print(f"rate factor at start of warm-up = {warm_up(0.0):.2e}")
for name, (when, where, final) in varied.items():
    print(f"{name}: inflection x = {where:.4f} at t = {when:.2f} s, "
          f"x at end of bake = {final:.4f}")
print(f"acid density = {acid_density:.2f} 1/nm^3, cube edge = {cube_edge:.1f} nm")
print(f"mean acids per cube = {mean_acids:.1f}, relative spread = "
      f"{1/np.sqrt(mean_acids):.3f}")
print(f"frozen acid numbers: inflection x = {cubes_found[0][1]:.4f} at "
      f"t = {cubes_found[0][0]:.2f} s")
print(f"frozen acid numbers: x at end of bake = {np.interp(bake, t, cubes[1]):.4f}")
print("checks complete")
```

Output:

```
k0 = 0.010 1/s, k1 = 0.040 1/s, k1/k0 = 4.00
k0 + k1 = 0.050 1/s; bake time = 60 s
plate temperature = 383.15 K, start = 296.15 K
formula: x* = 0.3750, t* = 27.73 s
integrated curve: x* = 0.3750, t* = 27.73 s
initial rate = 0.01000 1/s
peak rate = 0.015625 1/s, peak/initial = 1.5625
read back from inflection: k1/k0 = 4.000, k0 = 0.01000 1/s
time (s), x mean-field, x chain, mean-field rate (1/s):
    10  0.1148  0.1125  0.01292
    20  0.2558  0.2404  0.01506
    30  0.4105  0.3708  0.01557
    40  0.5610  0.4940  0.01424
    60  0.7924  0.6974  0.00866
contrast case k1 = 0.008 1/s: formal x* = -0.1250, formal t* = -12.40 s
contrast case: x at end of bake = 0.5193
start at x0 = 0.2: threshold k1/k0 = 1.6667
well-mixed group, error in x at t*: N=200 -0.00061, N=400 -0.00031
chain: inflection x = 0.2672 at t = 22.04 s
12-site ring: inflection x = 0.2672 at t = 22.04 s
largest ring minus chain difference in x = 7.1e-09
chain inflection for large k1/k0: x = 0.3935
k1/k0 misread from chain data by mean-field formula = 2.147
acid loss rate = 0.0020 1/s, acid left after bake = 0.8869
warm-up time constant = 4.0 s, activation = 1.00 eV
rate factor at start of warm-up = 1.37e-04
acid loss: inflection x = 0.3486 at t = 26.74 s, x at end of bake = 0.7607
warm-up: inflection x = 0.3766 at t = 37.98 s, x at end of bake = 0.6893
warm-up, k1 = 0: inflection x = 0.1020 at t = 20.75 s, x at end of bake = 0.3926
acid density = 0.10 1/nm^3, cube edge = 5.0 nm
mean acids per cube = 12.5, relative spread = 0.283
frozen acid numbers: inflection x = 0.3195 at t = 24.08 s
frozen acid numbers: x at end of bake = 0.7557
checks complete
```
